# Barrier change at a palladium contact when a ferroelectric film is reversed

## Question

A ferroelectric semiconductor film fills $0<x<d$ between two grounded palladium electrodes. Its polarization is uniform and normal to the contacts, with magnitude $P=0.10\ \mathrm{C/m^2}$ ($10\ \mathrm{\mu C/cm^2}$). Count $P$ as positive when it points toward the left electrode, the contact studied here. The effective vacuum screening length of each electrode is $\lambda=0.020$ nm: a screening charge $\sigma$ per area produces a potential drop $\sigma\lambda/\varepsilon_0$.

The film has $d=200$ nm, static relative permittivity $\varepsilon_b=50$, optical relative permittivity $\varepsilon_\infty=5$, donor density $n_D=10^{17}\ \mathrm{cm^{-3}}$ and the free-electron mass $m$. The temperature is 300 K, so $k_BT=0.02585$ eV. The electron barrier is $\Phi=E_C-E_F$ at the contact, and $\Phi_0=0.80$ eV is its value when the screening drop is zero.

(a) Derive $\lambda$ for a metal with linear Thomas-Fermi screening. Is the given value reasonable for palladium, with roughly 2.0 states per eV and atom at the Fermi level and a density of roughly $12\ \mathrm{g/cm^3}$?

(b) Find the barrier change on complete reversal for a thick film.

(c) Correct it for finite thickness. What do the donors change?

(d) Include interface states of density $D=10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}$ at both contacts.

(e) Find the effect of a metallic density of states that falls with energy.

(f) Estimate the effects of image force and tunnelling on the barrier seen by thermionic current, and discuss the use of the result for a real device.

## Model answers

### (a) Screening length

Let $\phi$ be the potential relative to the deep left metal, and $N$ the density of states per volume and energy. A small $\phi$ lowers the electron energies by $e\phi$. Levels up to the fixed Fermi energy then hold $Ne\phi$ extra electrons per volume, so the charge density is $-e^2N\phi$. With a background permittivity $\varepsilon_m$, Poisson's equation is

$$\varepsilon_m\varepsilon_0\phi''=e^2N\phi,\qquad L^2=\frac{\varepsilon_m\varepsilon_0}{e^2N}.$$

The solution that vanishes deep in the metal is $\phi=\phi(0)e^{x/L}$ for $x<0$. The metal's charge per area is

$$-\sigma=-e^2N\int_{-\infty}^0\phi\,dx=-e^2NL\,\phi(0)=-\frac{\varepsilon_m\varepsilon_0}{L}\phi(0).$$

Hence $\phi(0)=\sigma L/(\varepsilon_m\varepsilon_0)$ and $\lambda=L/\varepsilon_m$. The words "effective vacuum" mean that $\varepsilon_m$ is already contained in $\lambda$; it must not be divided out again.

The mass density and a molar mass of 106.4 g/mol give 67.9 atoms per $\mathrm{nm^3}$. Thus $N\approx2.0\times67.9=136\ \mathrm{eV^{-1}nm^{-3}}$. Since $e^2/\varepsilon_0=18.1$ eV nm, taking $\varepsilon_m=1$ gives

$$\lambda=\frac{1}{\sqrt{18.1\times136}}\ \mathrm{nm}=0.020\ \mathrm{nm}.$$

The given value is reasonable as an order-of-magnitude effective parameter. Since $\lambda\propto(\varepsilon_mN)^{-1/2}$, 2.5 states per eV and atom would give 0.018 nm, and $\varepsilon_m=4$ would give 0.010 nm. It is much shorter than the atomic spacing, about $67.9^{-1/3}=0.25$ nm, so the exponential must not be read as a resolved charge profile.

### (b) Complete reversal, thick film

The bound surface charge is the polarization vector dotted into the film's outward normal. When polarization points toward the left electrode, this charge is $+P$ at the left face. The metal supplies electrons to screen it. In a thick film the screening is nearly complete, $\sigma\simeq P$, as part (c) will show. The film edge is therefore at potential $+P\lambda/\varepsilon_0$ relative to the metal, which lowers the electron barrier. Reversal changes the sign of both charges:

$$\Phi(\pm P)=\Phi_0\mp\frac{eP\lambda}{\varepsilon_0}.$$

This assumes that $\Phi_0$ and $\lambda$ are the same in both states. The barrier for polarization away from the metal, minus that for polarization toward it, is

$$\Delta\Phi=\Phi(-P)-\Phi(+P)=\frac{2eP\lambda}{\varepsilon_0}.$$

The shift of one state is

$$\frac{eP\lambda}{\varepsilon_0}=\frac{0.10\times0.020\times10^{-9}}{8.854\times10^{-12}}\ \mathrm{eV}=0.226\ \mathrm{eV}.$$

Therefore $\Delta\Phi=0.45$ eV, or $7.2\times10^{-20}$ J. The factor two comes from comparing two polarized states; comparison with an unpolarized film would give half the change. If the two states had magnitudes $P_1$ and $P_2$, the same subtraction would give $e\lambda(P_1+P_2)/\varepsilon_0$.

### (c) Finite thickness and donors

First omit the donors, and let the electrodes have screening lengths $\lambda_1$ and $\lambda_2$. Their charges are $-\sigma$ on the left and $+\sigma$ on the right. The film-edge potentials are

$$\phi_1=\frac{\sigma\lambda_1}{\varepsilon_0},\qquad \phi_2=-\frac{\sigma\lambda_2}{\varepsilon_0}.$$

Gauss's law across the left interface gives the film field $E=(P-\sigma)/(\varepsilon_b\varepsilon_0)$. Since $\phi_1-\phi_2=Ed$,

$$\frac{\sigma(\lambda_1+\lambda_2)}{\varepsilon_0}=\frac{(P-\sigma)d}{\varepsilon_b\varepsilon_0}.$$

Multiplication by $\varepsilon_b\varepsilon_0/d$ and collection of the terms in $\sigma$ give

$$\sigma=\frac{P}{1+\varepsilon_b(\lambda_1+\lambda_2)/d},\qquad
\Delta\Phi=\frac{2eP\lambda_1/\varepsilon_0}{1+\varepsilon_b(\lambda_1+\lambda_2)/d}.$$

For equal electrodes and $d=200$ nm, the denominator is $1+50\times0.040/200=1.01$. The change is 0.447 eV, only 4.5 meV below the thick-film value. With $P$ and the other parameters held fixed, it is 0.411 eV at 20 nm and 0.323 eV at 5 nm.

In the opposite limit, $d\ll\varepsilon_b(\lambda_1+\lambda_2)$, equal electrodes give $\Delta\Phi\to ePd/(\varepsilon_b\varepsilon_0)$. This vanishes with $d$, because the two bound charges then largely cancel each other's potential without help from the metals. A real film may also lose polarization in this limit, which the fixed-$P$ model omits.

Now add ionized donors. Poisson's equation and the electrode response are linear, so the donor potential adds to that of the polarization. It is the same in both states and cancels in $\Delta\Phi$. A fixed built-in voltage cancels for the same reason. By symmetry each electrode screens half the donor charge, which lowers both barriers by $e^2n_Dd\lambda/(2\varepsilon_0)=0.004$ eV. The barriers are 0.573 eV for polarization toward the contact and 1.020 eV for polarization away.

Exact cancellation requires full depletion in both states; with a neutral interior, the depletion charges of the two states would differ. A much thicker film at this doping has such an interior. Its depletion charge at the contact is larger in the state with the higher barrier, which makes $\Delta\Phi$ about 2.5 meV smaller than in part (b). Inside the 200 nm film, with $x$ measured from the contact,

$$E_C(x)=\Phi-eFx+\frac{eKx^2}{2},\qquad K=\frac{en_D}{\varepsilon_b\varepsilon_0},$$

where $F=\phi'(0)$. The opposite contact is in the opposite barrier state, so $E_C(d)-\Phi=\pm\Delta\Phi$ for polarization toward or away. Hence

$$F=\frac{Kd}{2}\mp\frac{\Delta\Phi}{ed}.$$

This gives 0.014 MV/cm toward and 0.059 MV/cm away. The minimum of $E_C$ lies at $x=F/K$. There the Boltzmann density $2(mk_BT/2\pi\hbar^2)^{3/2}e^{-E_C/k_BT}$ is $1.7\times10^{10}\ \mathrm{cm^{-3}}$ for polarization toward the contact. The state with polarization away is its mirror image and has the same density at its minimum. This is far below $n_D$, so depletion is consistent, provided the band gap is well above the 1.02 eV barrier so that holes are negligible too.

### (d) Interface states

Take $D$ constant in energy and let the states move with the film edge, filled to the metal's Fermi level. Relative to their charge at $\phi=0$, they carry $-e^2D\phi$ per area. For equal contacts the polarization part of the potential is $+\phi$ at the left and $-\phi$ at the right, so the film field is $2\phi/d$. The metal takes $\sigma=\varepsilon_0\phi/\lambda$. Gauss's law becomes

$$P-\frac{\varepsilon_0\phi}{\lambda}-e^2D\phi=\varepsilon_b\varepsilon_0\frac{2\phi}{d}.$$

Solving for $\phi$ and using $\Delta\Phi=2e\phi$ gives

$$\Delta\Phi=\frac{2eP}{\varepsilon_0/\lambda+2\varepsilon_b\varepsilon_0/d+e^2D}.$$

The three capacitances per area are 0.443, 0.004 and 0.016 $\mathrm{F/m^2}$. Thus $\Delta\Phi=0.20/0.463=0.432$ eV, 15.5 meV below the 200 nm result without interface states. For very large $D$ the change tends to $2P/(eD)$ and vanishes: the states take the screening charge, and the Fermi level is pinned.

### (e) A sloping density of states

Return to a thick film with $\varepsilon_m=1$. Let $N(E)=N_0(1-sE)$, with $E$ measured from the Fermi level. Integration from zero to $e\phi$ gives the extra electron density $N_0(e\phi-se^2\phi^2/2)$. Define $u_0=P\lambda/\varepsilon_0$, $y=\phi/u_0$, $\xi=x/\lambda$ and $c=seu_0$. Poisson's equation becomes

$$\frac{d^2y}{d\xi^2}=y-\frac{c}{2}y^2.$$

Multiply by $dy/d\xi$ and integrate from the deep metal, where $y$ and its derivative vanish:

$$\left(\frac{dy}{d\xi}\right)^2=y^2-\frac{c}{3}y^3.$$

At the surface $|\phi'|=P/\varepsilon_0$, so the left side is one. Thus

$$y^2\mp\frac{c}{3}|y|^3=1,$$

with the upper sign for polarization toward the metal (filling) and the lower for polarization away (emptying).

For a trial slope $s=2.0\ \mathrm{eV^{-1}}$, $c=0.452$. The numerical roots give a downward shift of 0.2472 eV and an upward shift of 0.2115 eV. Their sum exceeds the linear thick-film result by 6.9 meV. For small $c$, substitution of a power series gives $|y|=1\pm c/6+5c^2/72+\dots$. The first-order terms cancel in the sum, which explains why the individual shifts change more than $\Delta\Phi$.

### (f) Current and real contacts

An electron outside the metal is attracted by its image. Near the contact, without the small curvature term,

$$E(x)=\Phi-eFx-\frac{e^2}{16\pi\varepsilon_\infty\varepsilon_0x}.$$

Setting $dE/dx=0$ gives $x_m^2=e/(16\pi\varepsilon_\infty\varepsilon_0F)$. At this point the two lowering terms are equal, so the total lowering is

$$2eFx_m=e\sqrt{\frac{eF}{4\pi\varepsilon_\infty\varepsilon_0}}.$$

With the zero-voltage fields of part (c), numerical maximization with the curvature included gives 18.9 meV toward and 40.8 meV away. The higher barrier is lowered more, so the change falls by 21.9 meV, to about 0.425 eV in the 200 nm film without interface states. Using $\varepsilon_\infty$ assumes that the lattice is too slow to respond. A thermal electron moving without scattering reaches the barrier top in about 0.07 to 0.09 ps for polarization toward the contact and 0.03 to 0.04 ps for polarization away, comparable to optical-phonon periods, so part of the lattice can follow. In a low-mobility film the electron diffuses and takes longer. With the full static permittivity, the change would fall by only about 7 meV. A voltage that draws electrons from this contact raises both fields by nearly the same amount and makes the difference between the lowerings smaller.

For tunnelling at energy $\delta$ below the top of a triangular barrier, the semiclassical exponent is

$$\frac{2}{\hbar}\int_0^{\delta/(eF)}\sqrt{2m(\delta-eFx)}\,dx=a\delta^{3/2},\qquad a=\frac{4\sqrt{2m}}{3\hbar eF}.$$

The thermal supply at this energy is larger than at the top by $e^{\delta/k_BT}$. With unit transmission above the barrier, the current is multiplied by

$$G=1+\int_0^{\infty}\frac{d\delta}{k_BT}\,e^{\delta/k_BT-a\delta^{3/2}}.$$

Numerical quadrature, cut off at 0.2 eV where the integrand is negligible, gives for the same zero-voltage fields effective reductions $k_BT\ln G$ of 3.2 meV toward and 8.8 meV away. In this semiclassical estimate, tunnelling alone reduces the change by 5.6 meV. The exact transmission through a triangular barrier behind a metal step, measured against the same step at zero field, gives smaller separate reductions, about 2 and 7 to 8 meV, but a similar difference of 5 to 6 meV. It should not simply be added to the image-force effect, since the image force also reshapes the barrier.

The thick-film result corresponds to a Boltzmann ratio $e^{\Delta\Phi/k_BT}=3.9\times10^7$ for thermionic emission over this contact, with equal prefactors. It is not the capacitor's on/off ratio at small voltage: the opposite barrier changes the other way, and reversal turns the symmetric device into its mirror image, with the same conductance at zero voltage. A read voltage $V$ that makes the right electrode positive lowers the opposite barrier, seen from the left Fermi level, by about $eV$. Once $eV$ exceeds $\Delta\Phi$ by a few $k_BT$, the left contact limits the thermionic current in both states, and the on/off ratio at this fixed voltage can reach the order of $10^7$.

This picture assumes that the film carries electrons away as fast as the contact emits them. With a mobility of $1\ \mathrm{cm^2/(V\,s)}$, a field of 0.1 MV/cm gives a drift velocity of only $10^3$ m/s, against an emission velocity $\sqrt{k_BT/(2\pi m)}=2.7\times10^4$ m/s. In such a film, transport through the film limits the current to well below the thermionic value, though the barrier still controls it exponentially.

The chosen polarization is of the order found in ferroelectric oxides, some of which have several times more. At zero voltage the field in the 200 nm film reaches 0.059 MV/cm, well below a rough breakdown field of 1 MV/cm. This largest field opposes the polarization, so the model needs a film whose coercive field is higher. A read voltage whose field also opposes the polarization makes this demand stricter. A real palladium contact may contain a thin nonpolar layer, which breaks the assumption of a bare metal interface. If its thickness is $t$ and its relative permittivity $\varepsilon_i$, the same charge $\sigma$ produces an additional drop $\sigma t/(\varepsilon_i\varepsilon_0)$, so $t/\varepsilon_i$ adds to $\lambda$. A layer with $t=0.5$ nm and $\varepsilon_i=50$ adds 0.01 nm and raises the thick-film change at the film edge by 0.226 eV. For polarization toward the metal, the band edge inside the layer can lie above that at the film edge, so thermionic current sees the full increase only if electrons tunnel readily through the layer. The field in it is $P/(\varepsilon_i\varepsilon_0)=2.3$ MV/cm, above the rough breakdown field just quoted, so the estimate holds only if the layer withstands this field without leaking charge. The increase exceeds every correction found above for the 200 nm film with $D=10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}$. Denser interface states compete with it: the formula of part (d) lowers the change by 0.118 eV at $10^{14}$ and by 0.232 eV at $3\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$. A prediction for a device therefore needs the effective screening length and the state density of its actual interface as well as its polarization.

Numbers in the example were calculated in double precision.
